# How much metal does a thin gettering layer leave behind?: a numerical check

```python
# Result under test: a getter layer of thickness L on a wafer of thickness W
# leaves the bulk fraction r = 1/(1 + beta), beta = k*L/W, at equilibrium.
# k = (metal concentration in layer)/(metal concentration in bulk).
# The layer is additional to W and starts clean; the system is closed.
# Also tested: temperature law of k, saturation of the layer, and the
# diffusion time to equilibrium. Independent roads: exact sums over atom
# distributions on sites, and a finite-volume diffusion calculation.
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq

kB = k_joule / charge            # eV/K
W_um, L_um, k0 = 500.0, 1.0, 1.0e4
C0 = 1.0e12                     # initial metal, cm^-3
D = 1.0e-6                      # diffusivity in silicon, cm^2/s (rough)
T0 = 850.0 + 273.15             # anneal temperature, K
H = 2.0                         # enthalpy released on capture, eV (rough)
melt_capacity = 1.0e20          # cm^-3 (rough)
few_sites = 1.0e15              # contrasting solid getter, cm^-3
D_melt = 1.0e-5                 # cm^2/s (rough)
solubility = 1.0e13             # iron in silicon at T0, cm^-3 (rough)
W_cm, L_cm = W_um * 1e-4, L_um * 1e-4


def remaining(k, L=L_um, W=W_um):
    return W / (W + k * L)


def remaining_saturable(k, capacity, conc, L=L_um, W=W_um):
    s = k * conc / capacity
    b = 1 + k * L / W - s
    return 2 / (b + np.sqrt(b * b + 4 * s))


def k_at(T):
    return k0 * np.exp(H / kB * (1 / T - 1 / T0))


def counted_bulk_share(bulk_sites, layer_sites, atoms, weight):
    """Exact mean share of atoms in the bulk, by summing all distributions."""
    n_max = min(atoms, layer_sites)
    n = np.arange(n_max, dtype=float)
    log_ratio = (np.log(layer_sites - n) + np.log(atoms - n)
                 + np.log(weight) - np.log(n + 1)
                 - np.log(bulk_sites - atoms + n + 1))
    log_p = np.concatenate(([0.0], np.cumsum(log_ratio)))
    p = np.exp(log_p - log_p.max())
    p /= p.sum()
    return 1 - np.dot(p, np.arange(n_max + 1)) / atoms


def dilute_count(weight, L=L_um, W=W_um):
    sites_per_um = 10**7
    return counted_bulk_share(round(W * sites_per_um),
                              round(L * sites_per_um), 300, weight)


# Balance, design rule and thickness conventions against exact counting.
# Tolerance 1e-4: the counted layer is occupied to about 3e-5.
r_eq = remaining(k0)
beta = k0 * L_um / W_um
assert abs(dilute_count(k0) / r_eq - 1) < 1e-4
r_no_preference = remaining(1.0)
assert abs(dilute_count(1.0) / r_no_preference - 1) < 1e-4
target = 0.01
L_target = W_um * (1 / target - 1) / k0
assert abs(dilute_count(k0, L=L_target) / target - 1) < 1e-4
inner = W_um - L_um
r_inside_clean = inner / (inner + k0 * L_um)
r_inside_dirty = W_um / (inner + k0 * L_um)
share = dilute_count(k0, W=inner)
assert abs(share / r_inside_clean - 1) < 1e-4
assert abs(share * W_um / inner / r_inside_dirty - 1) < 1e-4

# Temperature law against counting with the Boltzmann weight of capture.
S_lost = H / T0 - kB * np.log(k0)
T_hot, T_cool = T0 + 10, T0 - 100
for T in (T_hot, T_cool):
    boltzmann = np.exp((H - T * S_lost) / (kB * T))
    assert abs(dilute_count(boltzmann) / remaining(k_at(T)) - 1) < 1e-4

# Saturation formula on a nearly full layer, where the simple law fails.
# Tolerance 5e-3: small bulk occupation and finite atom number.
N_layer, atoms = 20000, 20000
N_bulk = int(N_layer * W_um / L_um)
counted_full = counted_bulk_share(N_bulk, N_layer, atoms, k0)
formula_full = remaining_saturable(k0, 1.0, atoms / N_bulk)
assert abs(counted_full / formula_full - 1) < 5e-3
assert counted_full > 2 * r_eq
r_melt = remaining_saturable(k0, melt_capacity, C0)
r_few = remaining_saturable(k0, few_sites, C0)

# Finite-volume diffusion: node 0 is the well-mixed layer, others are bulk.
cells = 400
h = W_cm / cells
capacity = np.full(cells + 1, h)
capacity[0] = k0 * L_cm
conductance = np.full(cells, D / h)
conductance[0] = 2 * D / h
K = np.zeros((cells + 1, cells + 1))
for i, g in enumerate(conductance):
    K[i, i] += g
    K[i + 1, i + 1] += g
    K[i, i + 1] -= g
    K[i + 1, i] -= g
root_cap = np.sqrt(capacity)
rates, modes = np.linalg.eigh(K / np.outer(root_cap, root_cap))
start = np.ones(cells + 1)
start[0] = 0.0
amplitudes = modes.T @ (root_cap * start)


def simulated(t):
    conc = (modes @ (amplitudes * np.exp(-rates * t))) / root_cap
    return conc[1:].mean()


# Mode condition tan(q) = -beta*q and the resulting series.
q = np.array([brentq(lambda z: np.sin(z) + beta * z * np.cos(z),
                     (n - 0.5) * np.pi, n * np.pi) for n in range(1, 41)])
A = 2 * beta**2 / (1 + beta + beta**2 * q**2)


def series(t):
    return 1 / (1 + beta) + np.sum(A * np.exp(-q**2 * D * t / W_cm**2))


tau = W_cm**2 / (D * q[0]**2)
assert abs(rates[1] * tau - 1) < 1e-4
assert abs(simulated(50 * tau) - r_eq) < 1e-6
times_min = (15, 30, 60, 120)
for minutes in times_min:
    assert abs(simulated(60 * minutes) - series(60 * minutes)) < 1e-4
excess = 0.001
t_needed = tau * np.log(A[0] / excess)
assert abs(simulated(t_needed) - r_eq - excess) < 1e-5

# Sizes of neglected effects must agree with the stated regime.
t_mix = L_cm**2 / D_melt
assert C0 < solubility
assert t_mix < 1e-3 * tau
assert abs(r_melt / r_eq - 1) < 1e-4

print("INPUTS (material values are rough)")
print(f"wafer thickness W = {W_um:.0f} um")
print(f"layer thickness L = {L_um:.0f} um")
print(f"partition coefficient k = {k0:.0f} (no unit)")
print(f"initial metal concentration C0 = {C0:.1e} cm^-3")
print(f"anneal temperature = {T0 - 273.15:.0f} C = {T0:.2f} K")
print(f"diffusivity in silicon D = {D:.1e} cm^2/s")
print(f"capture enthalpy H = {H:.1f} eV")
print("EQUILIBRIUM")
print(f"equivalent silicon thickness kL = {k0 * L_um:.0f} um")
print(f"beta = kL/W = {beta:.2f} (no unit)")
print(f"bulk fraction left = {100 * r_eq:.3f} %")
print(f"same, exact atom counting = {100 * dilute_count(k0):.3f} %")
print(f"share held by layer = {100 * (1 - r_eq):.3f} %")
print(f"initial areal dose C0*W = {C0 * W_cm:.2e} cm^-2")
print(f"final bulk concentration = {C0 * r_eq:.3e} cm^-3")
print(f"final layer concentration = {k0 * C0 * r_eq:.3e} cm^-3")
print(f"bulk fraction left if k = 1: {100 * r_no_preference:.2f} %")
print(f"layer needed for {100 * target:.0f} % left = {L_target:.2f} um")
print(f"layer inside 500 um, clean start: {100 * r_inside_clean:.3f} %")
print(f"layer inside 500 um, dirty start: {100 * r_inside_dirty:.4f} %")
print(f"reference to 4 decimals: {100 * r_eq:.4f} %")
print("TIME")
print(f"W^2/D = {W_cm**2 / D:.0f} s")
print(f"first root q1 = {q[0]:.4f} rad")
print(f"slowest time tau = {tau:.0f} s = {tau / 60:.1f} min")
print(f"amplitude of slowest mode = {A[0]:.4f} (no unit)")
for minutes in times_min:
    print(f"bulk fraction after {minutes} min = "
          f"{100 * simulated(60 * minutes):.2f} %")
print(f"time to {100 * excess:.1f} percentage point above equilibrium = "
      f"{t_needed / 60:.0f} min")
print("NEGLECTED EFFECTS")
print(f"k at {T_hot - 273.15:.0f} C = {k_at(T_hot):.0f} (no unit)")
print(f"bulk fraction at {T_hot - 273.15:.0f} C = "
      f"{100 * remaining(k_at(T_hot)):.2f} %")
print(f"k at {T_cool - 273.15:.0f} C = {k_at(T_cool):.3g} (no unit)")
print(f"bulk fraction at {T_cool - 273.15:.0f} C = "
      f"{100 * remaining(k_at(T_cool)):.2f} %")
print(f"rough melt capacity = {melt_capacity:.1e} cm^-3")
print(f"relative change by melt saturation = {r_melt / r_eq - 1:.1e}")
print(f"solid getter site density = {few_sites:.1e} cm^-3")
print(f"bulk fraction with that solid getter = {100 * r_few:.2f} %")
print(f"rough melt diffusivity = {D_melt:.1e} cm^2/s")
print(f"mixing time of melt L^2/D_melt = {t_mix:.1e} s")
print(f"rough iron solubility in silicon = {solubility:.1e} cm^-3")
print(f"C0/solubility = {C0 / solubility:.2f} (no unit)")
print("SATURATION TEST (layer sites = number of atoms)")
print(f"bulk fraction, exact counting = {100 * counted_full:.2f} %")
print(f"bulk fraction, saturation formula = {100 * formula_full:.2f} %")
print("checks complete")
```

It prints:

```
INPUTS (material values are rough)
wafer thickness W = 500 um
layer thickness L = 1 um
partition coefficient k = 10000 (no unit)
initial metal concentration C0 = 1.0e+12 cm^-3
anneal temperature = 850 C = 1123.15 K
diffusivity in silicon D = 1.0e-06 cm^2/s
capture enthalpy H = 2.0 eV
EQUILIBRIUM
equivalent silicon thickness kL = 10000 um
beta = kL/W = 20.00 (no unit)
bulk fraction left = 4.762 %
same, exact atom counting = 4.762 %
share held by layer = 95.238 %
initial areal dose C0*W = 5.00e+10 cm^-2
final bulk concentration = 4.762e+10 cm^-3
final layer concentration = 4.762e+14 cm^-3
bulk fraction left if k = 1: 99.80 %
layer needed for 1 % left = 4.95 um
layer inside 500 um, clean start: 4.753 %
layer inside 500 um, dirty start: 4.7624 %
reference to 4 decimals: 4.7619 %
TIME
W^2/D = 2500 s
first root q1 = 1.6020 rad
slowest time tau = 974 s = 16.2 min
amplitude of slowest mode = 0.7637 (no unit)
bulk fraction after 15 min = 35.08 %
bulk fraction after 30 min = 16.80 %
bulk fraction after 60 min = 6.66 %
bulk fraction after 120 min = 4.81 %
time to 0.1 percentage point above equilibrium = 108 min
NEGLECTED EFFECTS
k at 860 C = 8333 (no unit)
bulk fraction at 860 C = 5.66 %
k at 750 C = 7.54e+04 (no unit)
bulk fraction at 750 C = 0.66 %
rough melt capacity = 1.0e+20 cm^-3
relative change by melt saturation = 4.5e-06
solid getter site density = 1.0e+15 cm^-3
bulk fraction with that solid getter = 8.44 %
rough melt diffusivity = 1.0e-05 cm^2/s
mixing time of melt L^2/D_melt = 1.0e-03 s
rough iron solubility in silicon = 1.0e+13 cm^-3
C0/solubility = 0.10 (no unit)
SATURATION TEST (layer sites = number of atoms)
bulk fraction, exact counting = 20.00 %
bulk fraction, saturation formula = 20.00 %
checks complete
```
